# Logarithmic threshold drift from a uniform distribution of multiphonon capture barriers: test program

```python
# Result under test: traps whose capture barriers E are uniform on [E1, E2] give
#   dV(t) = dVmax*(kT/W)*[Ein(kappa_max t) - Ein(kappa_min t)],  W = E2 - E1,
# which is linear in log t for 1/kappa_max << t << 1/kappa_min.
# Symbols: lam = relaxation energy, dE = energy of charged minus neutral trap,
# k0 = rate prefactor, r = emission/capture ratio, kappa = capture + emission
# rate, f_inf = final occupancy, Ein(z) = integral of (1-exp(-u))/u from 0 to z.
# Energies in eV, times in s, lengths in m.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import exp1

KB = const.k / const.e
GAMMA = np.euler_gamma
T, k0, E1, E2, dE = 400.0, 1e10, 0.5, 1.3, -0.1
W = E2 - E1
N_trap = 3e16                         # per m^2
t_il, t_hk, depth = 1e-9, 2e-9, 0.5e-9   # depth is measured inside the high-k layer
eps_il, eps_hk = 3.9, 20.0


def ein(z):
    return exp1(z) + np.log(z) + GAMMA


def formula_parameters(temp):
    kT = KB * temp
    r = np.exp(dE / kT)
    return (kT, r, 1 / (1 + r), (1 + r) * k0 * np.exp(-E1 / kT),
            (1 + r) * k0 * np.exp(-E2 / kT))


# ---- Microscopic ensemble: numerical crossings and rate matrices ----
def lam_of_barrier(E):
    return 2 * E - dE + 2 * np.sqrt(E * E - E * dE)


lam_lo, lam_hi = lam_of_barrier(E1), lam_of_barrier(E2)
x, w = np.polynomial.legendre.leggauss(400)
lam = 0.5 * (lam_hi + lam_lo) + 0.5 * (lam_hi - lam_lo) * x
weight = 0.5 * (lam_hi - lam_lo) * w * (1 - dE**2 / lam**2) / (4 * W)


def crossing_energy(L):
    gap = lambda q: L * q**2 - (L * (q - 1)**2 + dE)
    q = brentq(gap, -1.0, 2.0, xtol=1e-15)
    return L * q**2


barrier = np.array([crossing_energy(L) for L in lam])
assert np.allclose(barrier, (lam + dE)**2 / (4 * lam), atol=1e-11)
assert abs(weight.sum() - 1) < 1e-10
# the stated density of lam must give uniform barriers: check two moments
assert abs(weight @ barrier - (E1 + E2) / 2) < 1e-10
assert abs(weight @ (barrier - (E1 + E2) / 2)**2 - W**2 / 12) < 1e-10


def filled_fraction(t, temp=T, lam_prefactor=False):
    kT = KB * temp
    pref = k0 * (np.sqrt(lam_lo / lam) if lam_prefactor else 1.0)
    kc = pref * np.exp(-barrier / kT)
    ke = pref * np.exp(-(barrier - dE) / kT)
    M = np.empty((lam.size, 2, 2))    # state order: empty, filled
    M[:, 0, 0], M[:, 0, 1] = -kc, ke
    M[:, 1, 0], M[:, 1, 1] = kc, -ke
    val, vec = np.linalg.eig(M)
    coef = np.linalg.inv(vec)[:, :, 0]          # start in the empty state
    filled = np.sum(vec[:, 1, :] * np.exp(val * t) * coef, axis=1)
    return float(weight @ filled)


def log_slope(func, t, h=0.05):
    return (func(t * np.exp(h)) - func(t * np.exp(-h))) / (2 * h)


kT, r, f_inf, kap_max, kap_min = formula_parameters(T)
unit = f_inf * kT / W


def closed(t):
    return unit * (ein(kap_max * t) - ein(kap_min * t))


def log_law(t):
    return unit * (np.log(kap_max * t) + GAMMA)


# ---- Exact result, error bounds and slope ----
times = [1e-3, 1e-2, 1e-1, 1.0, 1e1, 1e2, 1e3, 1e4, 1e5]
summed = [filled_fraction(t) for t in times]
for t, s in zip(times, summed):
    assert abs(s - closed(t)) < 1e-6
    deviation = (s - log_law(t)) / unit
    upper = np.exp(-kap_max * t) / (kap_max * t)
    assert -kap_min * t - 1e-5 < deviation < upper + 1e-5
    expected = unit * (np.exp(-kap_min * t) - np.exp(-kap_max * t))
    assert abs(log_slope(filled_fraction, t) - expected) < 2e-3 * unit

delta = 0.01
t_a, t_b = np.log(1 / delta) / kap_max, delta / kap_min
decades = np.log10(t_b / t_a)
assert abs(decades - (W / (kT * np.log(10))
                      - np.log10(np.log(1 / delta) / delta))) < 1e-9
plateau = [log_slope(filled_fraction, t) / unit for t in np.geomspace(t_a, t_b, 25)]
assert min(plateau) > 1 - 2 * delta and max(plateau) < 1 + 1e-4

# ---- Limits outside the window ----
t_early, t_late = 1e-6, 1e8
early = filled_fraction(t_early)
early_linear = unit * (kap_max - kap_min) * t_early
assert abs(early / early_linear - 1) < 5e-3
late = filled_fraction(t_late)
assert abs(late / f_inf - 1) < 1e-3   # rounding of the zero eigenvalue times t

# ---- Electrostatics: finite-volume Poisson solution of the stack ----
n = 60
h = (t_il + t_hk) / n
mid = (np.arange(n) + 0.5) * h
cap = const.epsilon_0 * np.where(mid < t_il, eps_il, eps_hk) / h


def surface_displacement(v_gate, sheet_charge):
    A, b = np.zeros((n + 1, n + 1)), np.zeros(n + 1)
    A[0, 0] = A[n, n] = 1.0
    b[n] = v_gate
    for i in range(1, n):
        A[i, i - 1], A[i, i + 1] = -cap[i - 1], -cap[i]
        A[i, i] = cap[i - 1] + cap[i]
    b[int(round((t_il + depth) / h))] += sheet_charge
    phi = np.linalg.solve(A, b)
    return cap[0] * (phi[1] - phi[0])


shift_grid = (-surface_displacement(0.0, -const.e * N_trap)
              / surface_displacement(1.0, 0.0))
s_gate = t_hk - depth
shift_full = const.e * N_trap * s_gate / (const.epsilon_0 * eps_hk)
assert abs(shift_grid / shift_full - 1) < 1e-8
mV = 1e3 * shift_full                 # shift for every trap filled
slope_decade = mV * unit * np.log(10)
measured_decade = mV * (summed[5] - summed[4])
assert abs(measured_decade / slope_decade - 1) < 1e-3

# ---- Narrow distribution: no plateau is reached ----
E_narrow = E1 + kT * (x + 1)          # width 2 kT


def narrow_fraction(t):
    rate = (1 + r) * k0 * np.exp(-E_narrow / kT)
    return f_inf * float((w / 2) @ (1 - np.exp(-rate * t)))


narrow_peak = max(log_slope(narrow_fraction, t, 0.01)
                  for t in np.geomspace(0.01 / kap_max, 100 / kap_max, 400))
narrow_peak /= f_inf / 2              # plateau value would be f_inf*kT/(2kT)
assert narrow_peak < 0.7

# ---- Gaussian barrier density: the slope follows the local density ----
mean, sig = 0.9, 0.2
E_grid = np.linspace(0.0, 2.0, 8001)
step = E_grid[1] - E_grid[0]


def density(E):
    return np.exp(-(E - mean)**2 / (2 * sig**2)) / (sig * np.sqrt(2 * np.pi))


def gaussian_fraction(t):
    rate = (1 + r) * k0 * np.exp(-E_grid / kT)
    return f_inf * step * np.sum(density(E_grid) * (1 - np.exp(-rate * t)))


gauss_rows = []
for t in [1.0, 1e2, 1e4]:
    E_star = kT * (np.log((1 + r) * k0 * t) + GAMMA)
    g = density(E_star)
    g2 = g * ((E_star - mean)**2 / sig**2 - 1) / sig**2
    direct = log_slope(gaussian_fraction, t, 0.01)
    second = f_inf * kT * (g + np.pi**2 / 12 * kT**2 * g2)
    assert abs(direct / second - 1) < 0.01    # omitted third and higher moments
    gauss_rows.append((t, E_star, direct * mV * np.log(10), second * mV * np.log(10)))
# centre and width of the sampling weight, by direct quadrature
u_weight = (1 + r) * k0 * np.exp(-E_grid / kT)
u_weight = u_weight * np.exp(-u_weight)
centre = np.sum(E_grid * u_weight) / np.sum(u_weight)
width = np.sqrt(np.sum((E_grid - centre)**2 * u_weight) / np.sum(u_weight))
assert abs(centre - kT * (np.log((1 + r) * k0) + GAMMA)) < 1e-6
assert abs(width - np.pi * kT / np.sqrt(6)) < 1e-6

# ---- Temperature, apparent exponent, lam-dependent prefactor ----
T2 = 300.0
kT2, r2, f_inf2, kap_max2, kap_min2 = formula_parameters(T2)
slope_T2 = log_slope(lambda t: filled_fraction(t, T2), 100.0)
slope_T1 = log_slope(filled_fraction, 100.0)
ratio_T = slope_T2 / slope_T1
assert abs(ratio_T - T2 * f_inf2 / (T * f_inf)) < 1e-3

exponents = []
for t in [1e-2, 1.0, 1e3]:
    value = log_slope(filled_fraction, t) / filled_fraction(t)
    assert abs(value * (np.log(kap_max * t) + GAMMA) - 1) < 2e-3
    exponents.append((t, value))

slope_pref = log_slope(lambda t: filled_fraction(t, T, True), 1.0)
ratio_pref = slope_pref / log_slope(filled_fraction, 1.0)
lam_star = lam_of_barrier(kT * (np.log((1 + r) * k0) + GAMMA))
pref_formula = 1 / (1 + 2 * kT / (lam_star * (1 - dE**2 / lam_star**2)))
assert abs(ratio_pref - pref_formula) < 1e-3

# ---- Output ----
print(f"temperature = {T:.0f} K, kT = {kT:.5f} eV, k0 = {k0:.1e} 1/s")
print(f"barriers E1, E2, W = {E1:.2f}, {E2:.2f}, {W:.2f} eV; dE = {dE:.2f} eV")
print(f"relaxation energy range = {lam_lo:.3f} to {lam_hi:.3f} eV")
print(f"emission/capture ratio r = {r:.5f}, f_inf = {f_inf:.5f}")
print(f"kappa_max = {kap_max:.4e} 1/s, kappa_min = {kap_min:.4e} 1/s")
print(f"interlayer: {t_il*1e9:.1f} nm, relative permittivity {eps_il:.1f}")
print(f"high-k layer: {t_hk*1e9:.1f} nm, relative permittivity {eps_hk:.1f}")
print(f"trap sheet = {N_trap*1e-4:.1e} 1/cm^2, distance to gate = {s_gate*1e9:.1f} nm")
print(f"shift, all traps filled: formula {mV:.4f} mV, grid {shift_grid*1e3:.4f} mV")
print(f"dVmax = {mV*f_inf:.4f} mV, kT/W = {kT/W:.5f}")
print(f"plateau slope = {slope_decade:.4f} mV/decade")
print(f"summed drift from 10 s to 100 s = {measured_decade:.4f} mV")
print(f"log-law time origin exp(-gamma)/kappa_max = {np.exp(-GAMMA)/kap_max:.4e} s")
print(f"window for delta = {delta:.2f}: {t_a:.3e} s to {t_b:.3e} s")
print(f"total span W/(kT ln10) = {W/(kT*np.log(10)):.3f} decades, window = {decades:.3f} decades")
print(f"slope/plateau in window: min {min(plateau):.4f}, max {max(plateau):.4f}")
print("time (s): ensemble sum, closed result, log law (mV)")
for t, s in zip(times, summed):
    print(f"  {t:.0e}: {mV*s:.4f}, {mV*closed(t):.4f}, {mV*log_law(t):.4f}")
print(f"early drift at {t_early:.0e} s = {mV*early:.3e} mV, linear law {mV*early_linear:.3e} mV")
print(f"late drift at {t_late:.0e} s = {mV*late:.4f} mV")
print(f"width 2kT: largest slope / plateau value = {narrow_peak:.4f}")
print(f"sampling weight: standard deviation = {width:.5f} eV")
print(f"Gaussian barriers: mean {mean:.2f} eV, standard deviation {sig:.2f} eV")
print("time (s): E* (eV), direct slope, second-order slope (mV/decade)")
for t, es, a, b in gauss_rows:
    print(f"  {t:.0e}: {es:.4f}, {a:.4f}, {b:.4f}")
print(f"slope at {T2:.0f} K = {slope_T2*mV*np.log(10):.4f} mV/decade, ratio to {T:.0f} K = {ratio_T:.4f}")
for t, value in exponents:
    print(f"apparent power-law exponent at {t:.0e} s = {value:.4f}")
print(f"lam^(-1/2) prefactor, slope ratio at 1 s: sum {ratio_pref:.4f}, formula {pref_formula:.4f}")
print("all assertions hold")
```

Output:

```
temperature = 400 K, kT = 0.03447 eV, k0 = 1.0e+10 1/s
barriers E1, E2, W = 0.50, 1.30, 0.80 eV; dE = -0.10 eV
relaxation energy range = 2.195 to 5.398 eV
emission/capture ratio r = 0.05496, f_inf = 0.94790
kappa_max = 5.2907e+03 1/s, kappa_min = 4.4051e-07 1/s
interlayer: 1.0 nm, relative permittivity 3.9
high-k layer: 2.0 nm, relative permittivity 20.0
trap sheet = 3.0e+12 1/cm^2, distance to gate = 1.5 nm
shift, all traps filled: formula 40.7140 mV, grid 40.7140 mV
dVmax = 38.5929 mV, kT/W = 0.04309
plateau slope = 3.8288 mV/decade
summed drift from 10 s to 100 s = 3.8288 mV
log-law time origin exp(-gamma)/kappa_max = 1.0612e-04 s
window for delta = 0.01: 8.704e-04 s to 2.270e+04 s
total span W/(kT ln10) = 10.080 decades, window = 7.416 decades
slope/plateau in window: min 0.9899, max 1.0000
time (s): ensemble sum, closed result, log law (mV)
  1e-03: 3.7314, 3.7314, 3.7300
  1e-02: 7.5589, 7.5589, 7.5589
  1e-01: 11.3877, 11.3877, 11.3877
  1e+00: 15.2165, 15.2165, 15.2165
  1e+01: 19.0454, 19.0454, 19.0454
  1e+02: 22.8741, 22.8741, 22.8742
  1e+03: 26.7023, 26.7023, 26.7030
  1e+04: 30.5245, 30.5245, 30.5319
  1e+05: 34.2882, 34.2882, 34.3607
early drift at 1e-06 s = 8.786e-03 mV, linear law 8.798e-03 mV
late drift at 1e+08 s = 38.5929 mV
width 2kT: largest slope / plateau value = 0.6323
sampling weight: standard deviation = 0.04421 eV
Gaussian barriers: mean 0.90 eV, standard deviation 0.20 eV
time (s): E* (eV), direct slope, second-order slope (mV/decade)
  1e+00: 0.8154, 5.4691, 5.4753
  1e+02: 0.9742, 5.6003, 5.5838
  1e+04: 1.1329, 3.1350, 3.1285
slope at 300 K = 2.9674 mV/decade, ratio to 400 K = 0.7751
apparent power-law exponent at 1e-02 s = 0.2200
apparent power-law exponent at 1e+00 s = 0.1093
apparent power-law exponent at 1e+03 s = 0.0622
lam^(-1/2) prefactor, slope ratio at 1 s: sum 0.9802, formula 0.9804
all assertions hold
```
